# A Straight Y-Function Plot Does Not Validate the Extracted Mobility: verification in Python

```python
"""
Result under test: a straight Y-function plot does not validate the mobility.
For a transistor at small drain bias, Y = I/sqrt(gm) is linear in gate voltage
whenever the total resistance is P/V + Q, with V the gate overdrive.
If both contacts together have width-normalised resistance r0 + a/V, then
    mu_app = mu * L / (L + lam),   lam = mu * Cox * a,
while threshold and linearity are untouched.
Symbols: mu channel mobility, mu_c mobility under the metal, Cox gate
capacitance per area, L and W channel length and width, Lc contact length,
k/V specific contact resistivity, LT transfer length.
Internal units: cm, V, A, ohm, F, s. Width-normalised resistance: ohm cm.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

q = const.e
kT = const.k * 300.0 / q                      # thermal energy in eV
UM = 1e-4                                     # one micrometre in cm
KOHM_UM = 1e3 * UM                            # one kilo-ohm micrometre in ohm cm

t_ox = 90e-7
Cox = 3.9 * const.epsilon_0 * 1e-2 / t_ox
L, W, Lc = 0.5 * UM, 10 * UM, 1.0 * UM
mu, mu_c = 40.0, 20.0
k_contact = 6e-5                              # ohm cm^2 V
r0 = 2.0 * KOHM_UM
Vt, Vd = 2.0, 0.05
overdrive = np.linspace(10.0, 30.0, 41)


def ladder_contact(rho_c, sheet, cells=2000):
    """Resistance times width of one contact, from a discrete ladder network."""
    dx = Lc / cells
    half_series = 0.5 * sheet * dx
    shunt_conductance = dx / rho_c
    z = np.full_like(sheet, np.inf)
    for _ in range(cells):
        z = half_series + 1 / (shunt_conductance + 1 / (z + half_series))
    return z


def gated_contacts(V):
    return r0 + 2 * ladder_contact(k_contact / V, 1 / (mu_c * Cox * V))


def drain_current(Vg, length, contacts, mobility=mu, theta=0.0):
    V = Vg - Vt
    channel = length * (1 + theta * V) / (mobility * Cox * V)
    return Vd * W / (channel + contacts(V))


def extract(current, length=L):
    """Y-function analysis as done on measured data."""
    Vg, h = Vt + overdrive, 1e-3
    I = current(Vg)
    gm = (current(Vg + h) - current(Vg - h)) / (2 * h)
    Y = I / np.sqrt(gm)
    slope, intercept = np.polyfit(Vg, Y, 1)
    residual = Y - slope * Vg - intercept
    threshold = -intercept / slope
    constant_part = W * (Vd / I - Vd / (slope**2 * (Vg - threshold)))
    return SimpleNamespace(
        mu=slope**2 * length / (W * Cox * Vd), Vt=threshold, I=I, gm=gm, Y=Y,
        slope=slope, r=constant_part.mean(),
        bend=np.max(np.abs(residual)) / Y.max(),
        misfit=np.sum(residual**2) / np.sum((Y - Y.mean())**2))


# Y depends only on the gate derivative of the total resistance.
x, vd = sp.symbols("x vd", positive=True)
R = sp.Function("R")(x)
I_sym = vd / R
assert sp.simplify(I_sym**2 / sp.diff(I_sym, x) + vd / sp.diff(R, x)) == 0

# Every current with a straight Y plot has resistance P/V + Q (scaled units).
for start in (2.0, 5.0):
    sol = solve_ivp(lambda v, i: i**2 / v**2, (10, 30), [start],
                    t_eval=overdrive, rtol=1e-10, atol=1e-12)
    leftover = 1 / sol.y[0] - 1 / overdrive
    assert sol.success and np.ptp(leftover) < 1e-7

# Closed contact law against the ladder network.
LT = np.sqrt(k_contact * mu_c * Cox)
a = 2 * LT / np.tanh(Lc / LT) / (mu_c * Cox)
contact_numeric = gated_contacts(overdrive)
assert np.allclose(contact_numeric, r0 + a / overdrive, rtol=1e-4)

# Extraction on the simulated device against the closed mobility formula.
lam = mu * Cox * a
mu_formula = mu * L / (L + lam)
base = extract(lambda Vg: drain_current(Vg, L, gated_contacts))
assert abs(base.mu / mu_formula - 1) < 1e-4
assert abs(base.Vt - Vt) < 1e-4 and base.bend < 1e-6
assert abs(base.r / r0 - 1) < 1e-3

# Constant contact resistance and first-order attenuation are harmless.
control = extract(lambda Vg: drain_current(Vg, L, lambda V: 10 * r0))
attenuated = extract(lambda Vg: drain_current(Vg, L, gated_contacts, theta=0.01))
assert abs(control.mu / mu - 1) < 1e-5
assert abs(attenuated.mu / base.mu - 1) < 1e-5

# A device with lower mobility and constant contacts gives the same curve.
twin = drain_current(Vt + overdrive, L, lambda V: r0, mobility=mu_formula)
twin_difference = np.max(np.abs(twin / base.I - 1))
assert twin_difference < 1e-4

# Length series recovers the true mobility in two ways.
lengths = np.array([0.2, 0.5, 1.0, 2.0, 5.0]) * UM
series = np.array([extract(lambda Vg, s=s: drain_current(Vg, s, gated_contacts),
                           s).mu for s in lengths])
mu_from_series = 1 / np.polyfit(lengths, lengths / series, 1)[0]
V_mid = np.array([20.0])
RW = np.array([Vd * W / drain_current(Vt + V_mid, s, gated_contacts)[0]
               for s in lengths])
tlm_slope, tlm_contact = np.polyfit(lengths, RW, 1)
mu_tlm = 1 / (tlm_slope * Cox * V_mid[0])
assert abs(mu_from_series / mu - 1) < 1e-4 and abs(mu_tlm / mu - 1) < 1e-4

# Gate-independent specific contact resistivity: inverse square-root law.
rho_fixed = k_contact / 20.0


def fixed_rho_contacts(V):
    return r0 + 2 * ladder_contact(rho_fixed, 1 / (mu_c * Cox * V))


root = extract(lambda Vg: drain_current(Vg, L, fixed_rho_contacts))
minus_dR = (L / (mu * Cox * overdrive**2)
            + np.sqrt(rho_fixed / (mu_c * Cox)) * overdrive**-1.5)
assert np.allclose(root.Y, np.sqrt(Vd * W / minus_dR), rtol=1e-4)
assert base.mu < root.mu < mu and root.bend > 100 * base.bend


def closed_contacts(V):
    return r0 + a / V


# Contact threshold 3 V above the channel threshold.
shifted = extract(lambda Vg: drain_current(Vg, L, lambda V: r0 + a / (V - 3)))
assert shifted.bend > 100 * base.bend and shifted.mu < mu


def biased_current(Vg, v_sat):
    """Finite drain bias, local contact overdrive, velocity saturation."""
    V = Vg - Vt
    Rs = (r0 + a / V) / (2 * W)
    Rd = (r0 + a / (V - Vd)) / (2 * W)
    I = np.zeros_like(V)
    for _ in range(60):
        source, drain = I * Rs, Vd - I * Rd
        channel = L / (W * mu * Cox * (V - (source + drain) / 2))
        channel = channel * (1 + mu * (drain - source) / (L * v_sat))
        I = Vd / (Rs + Rd + channel)
    return I


v_sat, mass, D_it = 3e6, 0.5, 1e12            # rough typical values
dos = 2 * mass * const.m_e / (np.pi * const.hbar**2) * q * 1e-4


def filled_current(Vg):
    """Gate voltage spent on moving the Fermi level and filling traps."""
    V = Vg - Vt
    V_charge = V.copy()
    for _ in range(60):
        fermi = kT * np.log(np.expm1(Cox * V_charge / (q * dos * kT)))
        V_charge = V - fermi * (1 + q * D_it / Cox)
    return drain_current(V_charge + Vt, L, closed_contacts)


def drifting_current(Vg):
    drift = 0.5 * (Vg - Vt - 10) / 20
    return drain_current(Vg - drift, L, closed_contacts)


def screened_current(Vg):
    return drain_current(Vg, L, closed_contacts, mu * ((Vg - Vt) / 20)**0.1)


effects = {
    "finite drain bias": extract(lambda v: biased_current(v, np.inf)),
    "drain bias + velocity saturation": extract(lambda v: biased_current(v, v_sat)),
    "Fermi filling + traps": extract(filled_current),
    "threshold drift 0.5 V in sweep": extract(drifting_current),
    "mobility ~ overdrive^0.1": extract(screened_current),
    "contact threshold +3 V": shifted,
}
loss = 1 - base.mu / mu
changes = {name: e.mu / base.mu - 1 for name, e in effects.items()}
assert all(abs(c) < loss for c in changes.values())


def strip_capacitance_ratio(cells):
    """Strip over a gate plane in uniform dielectric, relative to plate value."""
    width, c = W / t_ox, 2.0
    edges = -0.5 * width * np.cos(np.linspace(0, np.pi, cells + 1))
    centre = 0.5 * (edges[1:] + edges[:-1])
    u = centre[:, None] - edges[None, :]
    G = 0.5 * u * np.log((u**2 + c**2) / u**2) + c * np.arctan(u / c)
    charge = np.linalg.solve((G[:, :-1] - G[:, 1:]) / (2 * np.pi), np.ones(cells))
    return np.sum(charge * np.diff(edges)) / width


fringe = strip_capacitance_ratio(400)
fringe_shift = abs(fringe - strip_capacitance_ratio(200))
assert fringe_shift < 1e-3 and fringe > 1

# Heating through the oxide (1.4 W/m/K) and tunnelling (3.3 eV, 0.42 mass), rough.
heating = base.I[-1] * Vd * (t_ox * 1e-2) / (1.4 * L * W * 1e-4)
field = (Vt + 30) / (t_ox * 1e-2)
barrier, m_ox = 3.3 * q, 0.42 * const.m_e
J_tunnel = (q**3 * field**2 * const.m_e / (8 * np.pi * const.h * barrier * m_ox)
            * np.exp(-8 * np.pi * np.sqrt(2 * m_ox) * barrier**1.5
                     / (3 * const.h * q * field)))
leakage = J_tunnel * W * (L + 2 * Lc) * 1e-4
assert heating < 1 and leakage < 1e-6 * base.I[0]
contact_drop = base.I[0] * contact_numeric[0] / (2 * W)

print(f"Oxide thickness {t_ox*1e7:.0f} nm, Cox {Cox*1e9:.2f} nF/cm2")
print(f"L {L/UM:.1f} um, W {W/UM:.0f} um, contact length {Lc/UM:.1f} um")
print(f"True mobility {mu:.0f}, under metal {mu_c:.0f} cm2/Vs")
print(f"Vt {Vt:.1f} V, Vd {Vd:.2f} V, overdrive 10 to 30 V, T 300 K")
print(f"k {k_contact:.1e} ohm cm2 V, r0 {r0/KOHM_UM:.1f} kohm um")
print(f"Electron density at 10, 30 V: {Cox*10/q:.2e}, {Cox*30/q:.2e} cm-2")
print(f"Transfer length {LT*1e7:.1f} nm")
print(f"a (both contacts) {a/KOHM_UM:.1f} kohm um V")
print(f"Added length lam {lam*1e7:.1f} nm")
for j in (0, 20, 40):
    channel_RW = L / (mu * Cox * overdrive[j])
    print(f"V={overdrive[j]:.0f} V: channel {channel_RW/KOHM_UM:.2f}, "
          f"contacts {contact_numeric[j]/KOHM_UM:.2f} kohm um")
    print(f"  I {base.I[j]*1e6:.3f} uA, gm {base.gm[j]*1e6:.4f} uS, "
          f"Y {base.Y[j]*1e3:.3f} mA^0.5 V^0.5 x 10^-1.5".replace(
              "mA^0.5 V^0.5 x 10^-1.5", "x 1e-3 (A V)^0.5"))
print(f"Y slope {base.slope*1e3:.5f} x 1e-3 (A/V)^0.5")
print(f"Apparent mobility: fit {base.mu:.3f}, formula {mu_formula:.3f} cm2/Vs")
print(f"Mobility loss {100*loss:.1f} %")
print(f"Extracted Vt {base.Vt:.4f} V, contact resistance {base.r/KOHM_UM:.3f} kohm um")
print(f"Largest residual / largest Y {base.bend:.1e}, 1-R2 {base.misfit:.1e}")
print(f"Control, constant {10*r0/KOHM_UM:.0f} kohm um: {control.mu:.3f} cm2/Vs")
print(f"With attenuation 0.01 /V: {attenuated.mu:.3f} cm2/Vs")
print(f"Twin device, largest relative current difference {twin_difference:.1e}")
for s, m in zip(lengths, series):
    print(f"L={s/UM:.1f} um: apparent mobility {m:.2f} cm2/Vs")
print(f"Mobility from L/mu_app against L: {mu_from_series:.3f} cm2/Vs")
print(f"Mobility from RW against L at 20 V: {mu_tlm:.3f} cm2/Vs")
print(f"Contact resistance from RW at L=0: {tlm_contact/KOHM_UM:.2f} kohm um")
print(f"Fixed contact resistivity {rho_fixed:.1e} ohm cm2:")
print(f"  mobility {root.mu:.2f} cm2/Vs, Vt {root.Vt:.2f} V")
print(f"  residual {100*root.bend:.3f} % of largest Y, 1-R2 {root.misfit:.1e}")
print("Contact threshold 3 V above channel threshold:")
print(f"  mobility {shifted.mu:.2f} cm2/Vs, Vt {shifted.Vt:.2f} V")
print(f"  residual {100*shifted.bend:.3f} % of largest Y, 1-R2 {shifted.misfit:.1e}")
print("Change of apparent mobility by neglected effects:")
for name, change in changes.items():
    print(f"  {name}: {100*change:+.2f} %")
print(f"Rough inputs: v_sat {v_sat:.0e} cm/s, mass {mass}, traps {D_it:.0e} /eV/cm2")
print(f"Fringing capacitance, upper bound {100*(fringe-1):.2f} %")
print(f"  shift on doubling the mesh {100*fringe_shift:.3f} %")
print(f"Heating at 30 V {heating:.3f} K")
print(f"Oxide field {field*1e-8:.2f} MV/cm, tunnel current {leakage:.0e} A")
print(f"Drop per contact at 10 V {contact_drop*1e3:.1f} mV, kT/q {kT*1e3:.1f} mV")
print("OK")
```

It prints:

```
Oxide thickness 90 nm, Cox 38.37 nF/cm2
L 0.5 um, W 10 um, contact length 1.0 um
True mobility 40, under metal 20 cm2/Vs
Vt 2.0 V, Vd 0.05 V, overdrive 10 to 30 V, T 300 K
k 6.0e-05 ohm cm2 V, r0 2.0 kohm um
Electron density at 10, 30 V: 2.39e+12, 7.18e+12 cm-2
Transfer length 67.9 nm
a (both contacts) 176.9 kohm um V
Added length lam 271.4 nm
V=10 V: channel 32.58, contacts 19.69 kohm um
  I 9.567 uA, gm 0.9201 uS, Y 9.974 x 1e-3 (A V)^0.5
V=20 V: channel 16.29, contacts 10.84 kohm um
  I 18.428 uA, gm 0.8535 uS, Y 19.947 x 1e-3 (A V)^0.5
V=30 V: channel 10.86, contacts 7.90 kohm um
  I 26.660 uA, gm 0.7939 uS, Y 29.921 x 1e-3 (A V)^0.5
Y slope 0.99737 x 1e-3 (A/V)^0.5
Apparent mobility: fit 25.926, formula 25.926 cm2/Vs
Mobility loss 35.2 %
Extracted Vt 2.0000 V, contact resistance 2.000 kohm um
Largest residual / largest Y 5.6e-11, 1-R2 7.5e-21
Control, constant 20 kohm um: 40.000 cm2/Vs
With attenuation 0.01 /V: 25.926 cm2/Vs
Twin device, largest relative current difference 2.3e-06
L=0.2 um: apparent mobility 16.97 cm2/Vs
L=0.5 um: apparent mobility 25.93 cm2/Vs
L=1.0 um: apparent mobility 31.46 cm2/Vs
L=2.0 um: apparent mobility 35.22 cm2/Vs
L=5.0 um: apparent mobility 37.94 cm2/Vs
Mobility from L/mu_app against L: 40.000 cm2/Vs
Mobility from RW against L at 20 V: 40.000 cm2/Vs
Contact resistance from RW at L=0: 10.84 kohm um
Fixed contact resistivity 3.0e-06 ohm cm2:
  mobility 28.27 cm2/Vs, Vt 0.97 V
  residual 0.438 % of largest Y, 1-R2 1.0e-04
Contact threshold 3 V above channel threshold:
  mobility 26.56 cm2/Vs, Vt 3.48 V
  residual 0.250 % of largest Y, 1-R2 1.6e-05
Change of apparent mobility by neglected effects:
  finite drain bias: +0.00 %
  drain bias + velocity saturation: -0.55 %
  Fermi filling + traps: -1.54 %
  threshold drift 0.5 V in sweep: -2.50 %
  mobility ~ overdrive^0.1: +0.13 %
  contact threshold +3 V: +2.43 %
Rough inputs: v_sat 3e+06 cm/s, mass 0.5, traps 1e+12 /eV/cm2
Fringing capacitance, upper bound 3.95 %
  shift on doubling the mesh 0.002 %
Heating at 30 V 0.017 K
Oxide field 3.56 MV/cm, tunnel current 1e-32 A
Drop per contact at 10 V 9.4 mV, kT/q 25.9 mV
OK
```
